# The Parity-Forbidden e1–h2 Transition of a Quantum Well in a Field

## Problem

A quantum-well electroabsorption modulator changes its absorption when a field is applied across the well. Consider one electron and one heavy hole, with effective masses $m_e$ and $m_h$, in the same well $|z|<L/2$ with infinitely high walls. A uniform field $F$ points along $+z$. The bands are parabolic, the in-plane wavevector is zero, and the attraction between electron and hole is left out.

Let $e_1$ be the lowest electron envelope in the field and $h_n$ the $n$th hole envelope. All envelopes are real and normalized. For a fixed Bloch matrix element, the strength of an interband line is proportional to

$$S_{1n}=|\langle h_n|e_1\rangle|^2=\left|\int h_n(z)\,e_1(z)\,dz\right|^2 .$$

At $F=0$ both particles have the same set of envelopes, so $S_{11}=1$ and $S_{12}=0$. The zero-field $e_1$–$h_1$ line is therefore the unit of strength.

1. Find $S_{12}$ from the first-order perturbed states, and show how it starts to grow with $F$.
2. Find which power of $F$ the next term carries.
3. Evaluate $S_{12}$ for $L=8$ nm, $m_e=0.05\,m_0$, $m_h=0.40\,m_0$ and $F=50$ kV/cm. Decide whether the first-order result can be trusted there, within the model and in a device.

## Hints

**Hint 1.** The electron has charge $-e$ and the hole $+e$, with $e>0$. Write both potential energies before doing any perturbation theory, because their relative sign matters.

**Hint 2.** The perturbation is odd in $z$. Which unperturbed states can it mix into $e_1$, and which into $h_2$?

**Hint 3.** In the overlap, look for the pieces that the two perturbed states have in common. There are few.

**Hint 4.** For the second question, reflect the well through its centre and ask what happens to the field and to each state.

## Full solution

### Unperturbed states and dipole elements

With $u=z/L+\tfrac12$, which runs from 0 to 1, the zero-field states and energies are

$$\varphi_n=\sqrt{\tfrac2L}\,\sin(n\pi u),\qquad E_n=n^2E_1,\qquad E_1=\frac{\hbar^2\pi^2}{2mL^2}.$$

The envelopes do not depend on mass, but the energies do. We write $E_1^e$ and $E_1^h$ for the two ground energies. About the centre of the well, $\varphi_n$ is even for odd $n$ and odd for even $n$.

The dipole element $z_{mn}=\langle\varphi_m|z|\varphi_n\rangle$ vanishes when $m$ and $n$ are both odd or both even, since the integrand is then odd. For $m+n$ odd, put $z=L(u-\tfrac12)$. The constant $-\tfrac12$ drops out by orthogonality, and the product of sines becomes a difference of cosines:

$$z_{mn}=L\int_0^1 u\,\big[\cos((m-n)\pi u)-\cos((m+n)\pi u)\big]du .$$

For an odd integer $q$, integration by parts gives

$$\int_0^1u\cos(q\pi u)\,du=\left[\frac{u\sin q\pi u}{q\pi}+\frac{\cos q\pi u}{q^2\pi^2}\right]_0^1=-\frac{2}{q^2\pi^2}.$$

Both $m-n$ and $m+n$ are odd, so

$$z_{mn}=-\frac{2L}{\pi^2}\left[\frac1{(m-n)^2}-\frac1{(m+n)^2}\right]=-\frac{8L}{\pi^2}\frac{mn}{(m^2-n^2)^2}.$$

In particular, $z_{12}=-16L/(9\pi^2)$.

### First-order states

The electrostatic potential is $-Fz$. The potential energy is therefore $+eFz$ for the electron and $-eFz$ for the hole: the electron is pushed towards $-z$ and the hole towards $+z$. First-order perturbation theory gives

$$|e_1\rangle=|\varphi_1\rangle+\sum_{k\ \rm even}a_k|\varphi_k\rangle,\qquad a_k=\frac{eF\,z_{k1}}{E_1^e(1-k^2)},$$

$$|h_2\rangle=|\varphi_2\rangle+\sum_{k\ \rm odd}b_k|\varphi_k\rangle,\qquad b_k=\frac{-eF\,z_{k2}}{E_1^h(4-k^2)}.$$

Normalizing these states changes the overlap by a relative amount of order $F^2$, so it does not matter at this order.

### The overlap

Multiplying the two expansions gives four kinds of term:

$$\langle h_2|e_1\rangle=\langle\varphi_2|\varphi_1\rangle+a_2+b_1+\sum_k a_kb_k .$$

The first term is zero: this is the parity selection rule. The last sum is also zero, because $a_k$ exists for even $k$ and $b_k$ for odd $k$. Two terms survive, the part of $\varphi_2$ mixed into the electron state and the part of $\varphi_1$ mixed into the hole state:

$$a_2=-\frac{eFz_{12}}{3E_1^e},\qquad b_1=-\frac{eFz_{12}}{3E_1^h}.$$

Their signs agree for a reason. The forces on the two particles are opposite. The energy denominators are opposite too, since $e_1$ mixes with a level above it and $h_2$ with a level below it. The two reversals cancel and the contributions add.

Now use $1/E_1^e+1/E_1^h=2L^2(m_e+m_h)/(\hbar^2\pi^2)$ and $-z_{12}=16L/(9\pi^2)$:

$$M\equiv\langle h_2|e_1\rangle=\frac{eF}{3}\cdot\frac{16L}{9\pi^2}\cdot\frac{2L^2(m_e+m_h)}{\hbar^2\pi^2}=\frac{32\,eFL^3(m_e+m_h)}{27\pi^4\hbar^2}.$$

The strength to lowest order is

$$\boxed{S_{12}=\left[\frac{32\,eFL^3(m_e+m_h)}{27\pi^4\hbar^2}\right]^2}$$

It starts as $F^2$. At fixed field and masses it scales as $L^6$: one factor $L$ in the amplitude comes from the dipole element and two from the closer level spacing. At fixed $F$ and $L$, the heavier particle contributes more because its levels lie closer together and mix more easily.

### The next power of the field

Let $\Pi$ reflect $z$ into $-z$. It leaves the well and the kinetic energy unchanged and reverses the potential energy of the field, so it turns the problem at $F$ into the problem at $-F$. The levels are nondegenerate, and each state can be followed continuously from $F=0$, where $e_1$ is even and $h_2$ is odd. Hence

$$\Pi e_1(F)=e_1(-F),\qquad \Pi h_2(F)=-h_2(-F).$$

Reflecting both factors of an overlap does not change it, so

$$M(F)=\langle\Pi h_2(F)|\Pi e_1(F)\rangle=-M(-F).$$

The amplitude is odd in $F$. If $M=\alpha F+\beta F^3+\dots$, then

$$S_{12}=\alpha^2F^2+2\alpha\beta F^4+\dots$$

The first correction to the square law is thus smaller than the leading term by a factor proportional to $F^2$. Its coefficient $\beta$ needs more than the first-order states. Normalizing those states supplies one part of it, and second- and third-order changes of the states supply the rest.

### Numbers

The field is $50$ kV/cm, so $eF=5$ meV/nm. With $\hbar^2/m_0=0.0762$ eV nm²,

$$E_1^e=\frac{\pi^2\times0.0762}{2\times0.05\times8^2}\ \text{eV}=117.5\ \text{meV},\qquad E_1^h=\frac{0.05}{0.40}E_1^e=14.69\ \text{meV}.$$

The dipole element is $|z_{12}|=16\times8/(9\pi^2)=1.441$ nm, which gives $eF|z_{12}|=7.205$ meV. The two contributions are

$$a_2=\frac{7.205}{3\times117.5}=0.0204,\qquad b_1=\frac{7.205}{3\times14.69}=0.1635 .$$

Their sum is $M=0.1839$, and $S_{12}=0.0338$. The forbidden line has about 3% of the strength of the zero-field allowed line. The hole supplies the fraction $m_h/(m_e+m_h)=8/9$ of the amplitude.

To judge the formula, the Hamiltonian in the field was also diagonalized directly on a grid, with the same walls and masses:

| $F$ (kV/cm) | $S_{12}$, formula | $S_{12}$, direct |
|---|---|---|
| 10 | 0.00135 | 0.00135 |
| 25 | 0.00846 | 0.00835 |
| 50 | 0.0338 | 0.0322 |
| 100 | 0.135 | 0.112 |

Between 1 and 2 kV/cm the direct strength rises with a logarithmic slope of 1.9999, which confirms the initial square law. The direct value lies below the formula by 0.208% of the formula's value at 10 kV/cm and by 0.827% at 20 kV/cm. Doubling the field multiplies this relative deviation by 3.98. An $F^4$ term beside a leading $F^2$ term gives a factor close to 4.

At 50 kV/cm the deviation is about 5%. Normalizing the first-order states gives 0.0326, which removes part of the discrepancy but not all of it, as expected. The deviation reaches 10% at 73 kV/cm, and between 50 and 100 kV/cm the slope has fallen to 1.80.

The small parameter that limits the formula here is the hole mixing $b_1$, proportional to $m_hL^3F$. A wider well or a heavier hole therefore lowers the field at which the square law fails.

### Beside a real modulator

The parameters are rough values in the regime of a near-infrared III–V quantum-well modulator. The field is one eighth of a rough breakdown field of 400 kV/cm. At zero in-plane wavevector, the assumption that moves the number most in these estimates is the infinite wall. With barriers of 200 meV for the electron and 150 meV for the hole, each 10 nm thick and closed at the outer edge, direct diagonalization at the same field and masses gives $S_{12}=0.091$. That is 2.8 times the hard-wall value of 0.032. The masses are kept the same inside the barriers. The zero-field $e_1$–$h_1$ overlap is then 0.94 rather than 1, so relative to that line the strength is 0.097. The first-order value can therefore be trusted to about 5% within the hard-wall model, but not as a number for a device. The reflection argument still holds for this symmetric closed structure, so the initial square law survives, with a different coefficient.

Other neglected effects, sized at 50 kV/cm, are these:

- **Electron–hole attraction.** With relative permittivity 13 and a fixed in-plane exciton orbital of radius 14 nm, the hard-wall strength changes from 0.032 to 0.031. The fixed orbital understates the effect. If the radius relaxes for each line, at the same in-plane masses, it is 14.3 nm for $e_1$–$h_1$ at zero field and 15.2 nm for $e_1$–$h_2$ in the field. With strength proportional to the inverse square of the radius, the value relative to the zero-field line is about 0.027.
- **Tunnelling.** A semiclassical estimate through the 10 nm barriers gives the electron level a width of about 0.015 meV. It leaves out the prefactor of the transmission, so it is good only to within a factor of a few; solving for the resonance exactly, with well material beyond the barrier, gives 0.04 meV. This is tiny beside the $h_1$–$h_2$ spacing, which is 46 meV in the hard-wall well at this field.
- **Heavy–light hole mixing.** At finite in-plane wavevector $k$, the state $h_2$ mixes with the lowest light-hole state, whose transition to $e_1$ is allowed. For coupling $W$ and level spacing $\Delta$, a two-state estimate of the borrowed strength is $\tfrac16\left(1-\Delta/\sqrt{\Delta^2+4W^2}\right)$. It includes a factor $\tfrac13$ for the light-hole line with light polarized in the well plane. For a light-hole mass of $0.08\,m_0$ and $k=0.07$ nm⁻¹, the inverse exciton radius, $W=7.7$ meV and $\Delta=14.7$ meV. The borrowed strength is then 0.05, more than the field-induced 0.034. If strain adds 60 meV to $\Delta$, it falls to 0.003. These values use the hard-wall levels. With the finite barriers above, the lowest light-hole level drops about 6 meV below $h_2$ and $W$ falls to 4.3 meV. With $|\Delta|$ in place of $\Delta$, the borrowed strength without strain is about 0.07.

The last effect is present without a field, so it can hide the square law away from $k=0$ unless strain or confinement moves the light hole away. Nonparabolic bands and rough interfaces have not been sized. In a diode, $F$ is the total field. If a built-in field $F_0$ is already present and the bias adds $\Delta F$, the lowest-order strength follows $(F_0+\Delta F)^2$, not $(\Delta F)^2$.

## Variation 1: both particles pushed the same way

Suppose the hole had potential energy $+eFz$, like the electron. How would the amplitude change?

The sign of $b_1$ reverses while $a_2$ stays as it was:

$$M'=-\frac{eFz_{12}}{3}\left(\frac1{E_1^e}-\frac1{E_1^h}\right)=\frac{32\,eFL^3(m_e-m_h)}{27\pi^4\hbar^2}.$$

The sum of the masses has become their difference. For the masses above, $|M'/M|=0.35/0.45=0.778$, and direct diagonalization at 1 kV/cm gives 0.7778.

For equal masses $M'$ vanishes, as it must: electron and hole would then obey the same Hamiltonian, and its first and second eigenstates are orthogonal at any field. This case is a useful check on the signs. In the real problem the charges are opposite, so even equal masses give a nonzero line.

## Variation 2: where the strength comes from

The field weakens the allowed $e_1$–$h_1$ line. How much of the lost strength reappears in $e_1$–$h_2$?

The hole states at a given field form a complete set, so $\sum_nS_{1n}=1$ and

$$1-S_{11}=\sum_{n\ge2}S_{1n}.$$

For even $n$, the steps used for $n=2$ give

$$\langle h_n|e_1\rangle=-\frac{eFz_{1n}}{n^2-1}\left(\frac1{E_1^e}+\frac1{E_1^h}\right)\propto\frac{n}{(n^2-1)^3},$$

because $z_{1n}\propto n/(n^2-1)^2$. For odd $n\ge3$, the reflection argument makes the amplitude even in $F$. It vanishes at $F=0$, so it starts no earlier than $F^2$, and its strength no earlier than $F^4$.

At order $F^2$, then, the even states alone share the loss. The amplitude for $n=4$ relative to $n=2$ is

$$\frac{4/15^3}{2/3^3}=0.016,$$

and the ratio of strengths is $2.6\times10^{-4}$. Summing over the even states, $h_2$ receives 99.97% of the lost strength at low field.

At 50 kV/cm direct diagonalization gives $S_{11}=0.9678$, a loss of 0.0322, and $S_{12}$ is also 0.0322 to this accuracy. Within this model, the weakening of the allowed line and the growth of the forbidden one are nearly the same quantity, moved from one photon energy to another. At 100 kV/cm the loss is 0.1134 and $S_{12}$ is 0.1123.

## Table of computed values

```
INPUTS (rough, III-V modulator regime)
well width L = 8.0 nm; field F = 50 kV/cm
me = 0.05 m0; mh = 0.40 m0
FIRST-ORDER RESULT
hbar^2/m0 = 0.07620 eV nm^2
E1 electron = 117.51 meV; E1 hole = 14.69 meV
|z12| = 1.4410 nm; eF|z12| = 7.205 meV
electron mixing term = 0.02044
hole mixing term = 0.16351
h2 admixture of third state = 0.10595
numerical prefactor 32/(27 pi^4) = 0.012167
overlap |M| = 0.18394; strength S12 = 0.03384
S12 from normalized first-order states = 0.03258
DIRECT DIAGONALIZATION IN THE FIELD
F (kV/cm) | S12 formula | S12 direct | S11 direct
   5 | 0.000338 | 0.000338 | 0.999662
  10 | 0.001353 | 0.001351 | 0.998649
  25 | 0.008459 | 0.008350 | 0.991643
  50 | 0.033835 | 0.032166 | 0.967755
  75 | 0.076130 | 0.068206 | 0.931421
 100 | 0.135342 | 0.112296 | 0.886579
log-log slope of S12, 1 to 2 kV/cm = 1.99991
log-log slope of S12, 50 to 100 kV/cm = 1.804
direct/formula - 1 at 10 kV/cm = -0.208 %
direct/formula - 1 at 20 kV/cm = -0.827 %
formula errs by 10 % at F = 73.3 kV/cm
same-direction/opposite-direction amplitude = 0.7778
low-field share of lost S11 going to h2 = 99.974 %
NEGLECTED EFFECTS AT THE EXAMPLE FIELD
barriers: electron 200 meV, hole 150 meV, thickness 10 nm
S12 with finite barriers = 0.09140
tunnel width: e1 1.50e-02 meV, h2 6.21e-07 meV
relative permittivity = 13; light-hole mass = 0.08 m0
in-plane heavy-hole mass = 0.100 m0
exciton radius = 14.31 nm; binding = 7.44 meV
S12 with electron-hole attraction = 0.03076
heavy-light coupling at k = 0.0699 1/nm: 7.69 meV
lh1 - hh2 spacing, unstrained = 14.69 meV
strength borrowed from lh1, unstrained = 0.0515
same with 60 meV strain splitting = 0.0034
h2-h1 spacing: F=0 44.07 meV, in field 45.56 meV
kT at 300 K = 25.85 meV
rough breakdown field 400 kV/cm; F/F_break = 0.125
```
